# Why Quantum Sticking Vanishes at Low Energy on an Absorbing Step: a numerical check

```python
# RESULT UNDER TEST: quantum sticking on an absorbing attractive step obeys
#   S = 4 k Re(q) / |k+q|^2  ->  4 sqrt(E/V0)  for weak loss and E -> 0,
# while a classical particle always enters.
# k, q: outer and inner wave numbers; V0: well depth; W: loss strength,
# with potential -(V0 + i W) at z < 0. A threshold length b gives S -> 4 k b.
# Smooth step: -V0/(1+exp(z/w)), where w is its width.
# Dimensionless tests use hbar^2/(2m)=1; the calcium example uses eV and nm.
import numpy as np
from scipy.integrate import solve_ivp
from scipy import constants as const


def absorbed_fraction(V0, W, energy, thickness):
    """Integrate loss in a layer backed by a hard wall."""
    k = np.sqrt(energy)

    def rhs(z, y):
        return [y[1], -(energy + V0 + 1j * W) * y[0], abs(y[0])**2]

    sol = solve_ivp(rhs, (-thickness, 0), np.array([0, 1, 0], complex),
                    method="DOP853", rtol=1e-10, atol=1e-12)
    psi, dpsi, integral = sol.y[:, -1]
    incident = (psi + 1j * dpsi / k) / 2
    sticking = W * integral.real / (k * abs(incident)**2)
    return sticking, abs(psi / incident)**2


def march(depth, energy, z_in, z_out):
    """Propagate a unit inward-flux wave from the inside to the outside."""
    def p(z):
        return np.sqrt(energy + depth(z))

    def slope(z):
        h = 1e-5 * abs(z)
        return (p(z + h) - p(z - h)) / (2 * h)

    p0 = p(z_in)
    psi0 = p0**-0.5
    dpsi0 = (-1j * p0 - slope(z_in) / (2 * p0)) * psi0
    sol = solve_ivp(lambda z, y: [y[1], -(energy + depth(z)) * y[0]],
                    (z_in, z_out), np.array([psi0, dpsi0], complex),
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[0, -1], sol.y[1, -1], p(z_out), slope(z_out)


def numerical_sticking(depth, energy, z_in, z_out):
    psi, dpsi, p, slope = march(depth, energy, z_in, z_out)
    incident = (psi + 1j * (dpsi + slope * psi / (2 * p)) / p) / 2
    return 1 / (p * abs(incident)**2)


def threshold_length(depth, z_in, z_out):
    # Unit flux and an outer solution C(z-a) imply b = 1/|C|^2.
    return 1 / abs(march(depth, 0.0, z_in, z_out)[1])**2


def sharp_sticking(k, q):
    return 4 * k * np.real(q) / abs(k + q)**2


def smooth_sticking(k, q, w):
    x, y = np.pi * w * (q - k), np.pi * w * (q + k)
    log_reflection = -4 * np.pi * w * k + 2 * (
        np.log(-np.expm1(-2 * x)) - np.log(-np.expm1(-2 * y)))
    return -np.expm1(log_reflection)


def smooth_depth(V0, w):
    return lambda z: V0 / (1 + np.exp(z / w))


# Absorption integral, edge density and independence of hbar for a sharp step.
for energy in (0.01, 0.3):
    k, q = np.sqrt(energy), np.sqrt(energy + 1 + 0.2j)
    absorbed, edge = absorbed_fraction(1, 0.2, energy, 100)
    assert abs(absorbed - sharp_sticking(k, q)) < 1e-6
    assert abs(edge - 4 * k**2 / abs(k + q)**2) < 1e-6
    if energy == 0.01:
        test_absorbed, test_formula = absorbed, sharp_sticking(k, q)
scaled = absorbed_fraction(9, 1.8, 0.09, 100)[0]
assert abs(scaled - test_absorbed) < 1e-6

# Threshold laws for complete and incomplete absorption.
q0 = np.sqrt(1 + 0.2j)
low = absorbed_fraction(1, 0.2, 1e-8, 100)[0]
assert abs(low / (4e-4 * np.real(1 / q0)) - 1) < 1e-3
layer_low = absorbed_fraction(1, 0.2, 1e-8, 2)[0]
layer_high = absorbed_fraction(1, 0.2, 1e-6, 2)[0]
layer_b = np.imag(np.tan(2 * q0) / q0)
assert abs(layer_low / (4e-4 * layer_b) - 1) < 3e-3
exponent = np.log(layer_high / layer_low) / np.log(100)
assert abs(exponent - 0.5) < 3e-3

# Smooth steps: closed form, threshold length, sharp and classical limits.
for w in (0.1, 0.5, 1.0):
    depth = smooth_depth(1, w)
    for energy in (0.01, 0.2):
        numeric = numerical_sticking(depth, energy, -35*w, 35*w)
        formula = smooth_sticking(np.sqrt(energy), np.sqrt(1+energy), w)
        assert abs(numeric - formula) < 1e-6
    b_numeric = threshold_length(depth, -35*w, 35*w)
    assert abs(b_numeric * np.tanh(np.pi*w) / (np.pi*w) - 1) < 1e-5
almost_sharp = numerical_sticking(smooth_depth(1, 0.01), 0.1, -0.35, 0.35)
assert abs(almost_sharp - sharp_sticking(np.sqrt(0.1), np.sqrt(1.1))) < 1e-3
reflections = []
for scale in (1, 2, 3):
    s = numerical_sticking(smooth_depth(scale**2, 1), 0.04*scale**2, -35, 35)
    reflections.append(1 - s)
assert reflections[0] > reflections[1] > reflections[2]
assert reflections[2] < 1e-3

# Newtonian entry, with mass 1/2 in these units.
def newton(t, y):
    occupation = 1 / (1 + np.exp(y[0]))
    return [y[1], -2 * occupation * (1 - occupation)]

path = solve_ivp(newton, (0, 3000), [20, -0.02], rtol=1e-9, atol=1e-11)
assert path.y[0, -1] < 0
assert abs(path.y[1, -1] + 2*np.sqrt(1.0001)) < 1e-4

# Tail lengths and a slowly decaying counterexample.
b_cubic = threshold_length(lambda z: z**-3, 1e-4, 1e5)
b_quartic = threshold_length(lambda z: z**-4, 0.01, 1e5)
assert abs(b_cubic / np.pi - 1) < 1e-3
assert abs(b_quartic - 1) < 1e-4
coulomb = [numerical_sticking(lambda z: 1/(max(z, 0)+1), k*k, -1, 4e4)
           for k in (1e-2, 1e-3)]
assert min(coulomb) > 0.5 and abs(coulomb[0] - coulomb[1]) < 0.01

# Rough model parameters for calcium atoms landing on a calcium film.
mass_u, V0, width = 40.0, 2.0, 0.05
oven_T, film_T = 800.0, 300.0
C3, retardation, loss = 0.01, 70.0, 0.1
mass = mass_u * const.atomic_mass
kinetic = const.hbar**2 / (2*mass*const.e) * 1e18  # eV nm^2
kB = const.k / const.e
q_zero = np.sqrt(V0 / kinetic)
oven_E = kB * oven_T
beta3 = C3 / kinetic
beta4 = np.sqrt(beta3 * retardation)


def tail_depth(z):
    return beta3 * retardation / (z**3 * (z + retardation))


b_sharp = 1 / q_zero
b_smooth = np.pi * width / np.tanh(np.pi * width * q_zero)
b_tail = threshold_length(tail_depth, 1.0, 1e7)
b_shifted = threshold_length(tail_depth, 2.0, 1e7)
tail_shift = abs(b_shifted / b_tail - 1)
assert tail_shift < 1e-3
k_test = 0.0025 / b_tail
tail_test = numerical_sticking(tail_depth, k_test**2, 1, 40/k_test)
assert abs(tail_test / (4*k_test*b_tail) - 1) < 0.02

print("TESTS, dimensionless")
print(f"absorbed fraction: integral {test_absorbed:.6f}, formula {test_formula:.6f}")
print(f"same sharp step, hbar divided by 3: S = {scaled:.6f}")
print(f"finite absorbing layer: energy exponent = {exponent:.5f}")
print("smooth reflection, hbar divided by 1,2,3: "
      + ", ".join(f"{r:.3e}" for r in reflections))
print(f"tail b/beta: cubic {b_cubic:.5f}, quartic {b_quartic:.5f}")
print(f"1/z tail: S(k=0.01) {coulomb[0]:.5f}, S(k=0.001) {coulomb[1]:.5f}")
print("CALCIUM MODEL, rough inputs")
print(f"mass = {mass_u:.0f} u; well depth = {V0:.1f} eV")
print(f"edge width = {width:.2f} nm; loss W = {loss:.1f} eV")
print(f"oven = {oven_T:.0f} K; film = {film_T:.0f} K")
print(f"C3 = {C3:.3f} eV nm^3; retardation length = {retardation:.0f} nm")
print(f"hbar^2/(2m) = {kinetic:.5e} eV nm^2")
print(f"inner wave number at E=0: {q_zero:.2f} nm^-1")
print(f"mean normal oven energy = {oven_E:.5f} eV")
print("E (eV) | k (nm^-1) | S sharp | 4sqrt(E/V0) | S smooth")
for energy in (oven_E, 1e-4, 1e-6, 1e-8, 1e-10):
    k, q = np.sqrt(energy/kinetic), np.sqrt((energy+V0)/kinetic)
    print(f"{energy:.3e} | {k:.4e} | {sharp_sticking(k,q):.4e} | "
          f"{4*np.sqrt(energy/V0):.4e} | {smooth_sticking(k,q,width):.6f}")
k, q = np.sqrt(1e-4/kinetic), np.sqrt((1e-4+V0)/kinetic)
print(f"edge density/incident density at 1e-4 eV: quantum {4*k*k/(k+q)**2:.4e}")
print(f"same ratio, classical: {k/q:.4e}")
k_oven = np.sqrt(oven_E/kinetic)
print(f"log10 smooth-step reflection at oven energy: "
      f"{-4*np.pi*k_oven*width/np.log(10):.2f}")
print("threshold scale where 4kb=1")
for name, b in (("sharp", b_sharp), ("smooth", b_smooth), ("tail", b_tail)):
    onset = kinetic / (16*b*b)
    print(f"{name}: b = {b:.5e} nm; E = {onset:.4e} eV; E/kB = {onset/kB:.4e} K")
print(f"tail lengths: beta3 = {beta3:.2f} nm; beta4 = {beta4:.2f} nm")
print(f"tail b relative shift, start 1 to 2 nm: {tail_shift:.2e}")
print("WITH TAIL: E (eV) | S numerical | threshold formula 4kb")
for energy in (1e-12, 1e-14, 1e-16, 1e-18):
    k = np.sqrt(energy/kinetic)
    s = numerical_sticking(tail_depth, k*k, 1, 40/k)
    print(f"{energy:.1e} | {s:.6f} | {4*k*b_tail:.6f}")
print("OTHER NEGLECTED EFFECTS")
loss_ratio = np.real(np.sqrt(V0) / np.sqrt(V0 + 1j*loss))
print(f"sharp-step slope with loss / without loss = {loss_ratio:.6f}")
print(f"energy fraction to lose for trapping at oven energy = "
      f"{oven_E/(oven_E+V0):.4f}")
print(f"desorption time at film temperature, 1e13/s attempts = "
      f"{1e-13*np.exp(V0/(kB*film_T)):.2e} s")
gravity = mass * const.g * 1e-6 / const.e
print(f"gravity energy over 1 micrometre = {gravity:.3e} eV")
print(f"gravity energy / tail threshold energy = "
      f"{gravity/(kinetic/(16*b_tail**2)):.2f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
TESTS, dimensionless
absorbed fraction: integral 0.325344, formula 0.325344
same sharp step, hbar divided by 3: S = 0.325344
finite absorbing layer: energy exponent = 0.49958
smooth reflection, hbar divided by 1,2,3: 8.014e-02, 6.561e-03, 5.315e-04
tail b/beta: cubic 3.14150, quartic 1.00000
1/z tail: S(k=0.01) 0.98602, S(k=0.001) 0.98602
CALCIUM MODEL, rough inputs
mass = 40 u; well depth = 2.0 eV
edge width = 0.05 nm; loss W = 0.1 eV
oven = 800 K; film = 300 K
C3 = 0.010 eV nm^3; retardation length = 70 nm
hbar^2/(2m) = 5.22520e-07 eV nm^2
inner wave number at E=0: 1956.43 nm^-1
mean normal oven energy = 0.06894 eV
E (eV) | k (nm^-1) | S sharp | 4sqrt(E/V0) | S smooth
6.894e-02 | 3.6323e+02 | 5.2214e-01 | 7.4264e-01 | 1.000000
1.000e-04 | 1.3834e+01 | 2.7888e-02 | 2.8284e-02 | 0.999832
1.000e-06 | 1.3834e+00 | 2.8244e-03 | 2.8284e-03 | 0.580720
1.000e-08 | 1.3834e-01 | 2.8280e-04 | 2.8284e-04 | 0.083251
1.000e-10 | 1.3834e-02 | 2.8284e-05 | 2.8284e-05 | 0.008655
edge density/incident density at 1e-4 eV: quantum 1.9719e-04
same ratio, classical: 7.0709e-03
log10 smooth-step reflection at oven energy: -99.12
threshold scale where 4kb=1
sharp: b = 5.11136e-04 nm; E = 1.2500e-01 eV; E/kB = 1.4506e+03 K
smooth: b = 1.57080e-01 nm; E = 1.3236e-06 eV; E/kB = 1.5359e-02 K
tail: b = 1.15704e+03 nm; E = 2.4394e-14 eV; E/kB = 2.8308e-10 K
tail lengths: beta3 = 19138.03 nm; beta4 = 1157.44 nm
tail b relative shift, start 1 to 2 nm: 9.01e-06
WITH TAIL: E (eV) | S numerical | threshold formula 4kb
1.0e-12 | 0.975958 | 6.402631
1.0e-14 | 0.456267 | 0.640263
1.0e-16 | 0.061944 | 0.064026
1.0e-18 | 0.006382 | 0.006403
OTHER NEGLECTED EFFECTS
sharp-step slope with loss / without loss = 0.999064
energy fraction to lose for trapping at oven energy = 0.0333
desorption time at film temperature, 1e13/s attempts = 3.97e+20 s
gravity energy over 1 micrometre = 4.066e-12 eV
gravity energy / tail threshold energy = 166.66
ALL CHECKS PASSED
```
